# Why a Squared Two-Component Spinor Is Not the Dirac Electron Density

A mercury nucleus with a single electron binds it so strongly that the electron must be described by the Dirac equation. Suppose we want to know how much of the electron is found very close to the nucleus. The Dirac wavefunction has four components, but there are methods that replace it by a spinor $\phi$ with two components and lose nothing in the energy. With such a $\phi$ in hand, the obvious step is to square it.

## The belief and its appeal

The belief is this: since $\phi$ is the normalized wavefunction of the electron, $|\phi(\mathbf r)|^2$ is its density at $\mathbf r$.

Much speaks for it. The spinor obeys an eigenvalue equation that looks like a Schrödinger equation. Its energy is the Dirac energy. Its squared modulus is nowhere negative and integrates to one electron. For light atoms it is nearly indistinguishable from the Dirac density, at least away from the immediate neighbourhood of the nucleus. Yet none of these properties fixes the density at a point, and near a heavy nucleus the two differ by a large factor.

The comparison needs a definition of the right answer. In the Dirac picture, position acts as multiplication by $\mathbf r$ on all four components. Writing the upper and lower pairs as $\psi_L$ and $\psi_S$, the large and small components, we have

$$\rho(\mathbf r)=|\psi_L(\mathbf r)|^2+|\psi_S(\mathbf r)|^2 .$$

This is the density meant below.

## The Dirac density of the 1s state

We use atomic units, in which $c=137.036$, and subtract the rest energy $c^2$. The nucleus is a fixed point charge, so $V=-Z/r$. The Dirac equation is then the pair

$$V\psi_L+c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_S=E\psi_L,$$

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L+(V-2c^2)\psi_S=E\psi_S .$$

For the 1s state, let $\chi$ be a constant normalized spin vector and write

$$\psi_L=\frac{P(r)}{r}\frac{\chi}{\sqrt{4\pi}},\qquad \psi_S=-i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\frac{Q(r)}{r}\frac{\chi}{\sqrt{4\pi}} .$$

Two derivatives are needed. Since $\mathbf p=-i\nabla$, a radial function $f$ gives $\boldsymbol\sigma\cdot\mathbf p f=-i\,\boldsymbol\sigma\cdot\hat{\mathbf r}f'$, and $f=P/r$ has $f'=(P'-P/r)/r$. For $h=Q/r$, the field $\hat{\mathbf r}h$ has no curl, so $\boldsymbol\sigma\cdot\mathbf p\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,h=-i(h'+2h/r)=-i(Q'+Q/r)/r$. After common factors are cancelled,

$$-c\left(Q'+\frac Qr\right)-\frac Zr P=EP,$$

$$c\left(P'-\frac Pr\right)-\left(\frac Zr+2c^2\right)Q=EQ .$$

Try $P=Ar^\gamma e^{-Zr}$ and $Q=qP$ with constant $q$. Then $P'=(\gamma/r-Z)P$. Each equation must hold separately for the terms in $1/r$ and for the constant terms. The $1/r$ terms give

$$-cq(\gamma+1)=Z,\qquad c(\gamma-1)=Zq .$$

Solving each for $q$,

$$q=-\frac{Z}{c(1+\gamma)}=-\frac{c(1-\gamma)}{Z},$$

and equating the two forms gives $1-\gamma^2=Z^2/c^2$. We take the positive root $\gamma=\sqrt{1-Z^2/c^2}$, which requires $Z<c$. The constant term of the first equation gives $E=cqZ=-c^2(1-\gamma)$. The constant term of the second demands $(2c^2+E)q=-cZ$. This holds, because $2c^2+E=c^2(1+\gamma)$.

The density per unit radius is $D=P^2+Q^2$. Using $\int_0^\infty r^{2\gamma}e^{-2Zr}dr=\Gamma(2\gamma+1)/(2Z)^{2\gamma+1}$ to normalize it,

$$D(r)=\frac{(2Z)^{2\gamma+1}}{\Gamma(2\gamma+1)}\,r^{2\gamma}e^{-2Zr}.$$

For mercury $Z/c=80/137.036=0.5838$. Hence $\gamma=\sqrt{1-0.3408}=0.8119$ and $E=-3532.19$ hartree.

One feature matters for what follows. Multiplying the two forms of $q$ gives $q^2=(1-\gamma)/(1+\gamma)$. The small component therefore contributes the fraction

$$\frac{Q^2}{P^2+Q^2}=\frac{q^2}{1+q^2}=\frac{1-\gamma}{2}$$

of the density, at every radius. For mercury this is $9.4\%$. If we deleted $\psi_S$ and renormalized $\psi_L$, we would recover $\rho$ exactly for this state. So if $|\phi|^2$ turns out to have another shape, the cause cannot simply be that the small component was thrown away.

## How the two-component spinor is made

The Dirac Hamiltonian $H$ has electronic states, with energies above $-2c^2$, and a continuum of negative-energy states below. Decoupling keeps the electronic ones.

To avoid questions of convergence, regard all operators as matrices in a large finite basis with equally many functions for $\psi_L$ and $\psi_S$, and with as many electronic states as large-component functions. No nonzero combination of electronic states can have $\psi_L=0$. Its mean energy would be that of $V-2c^2$ in $\psi_S$, which lies below $-2c^2$ because $V<0$, whereas a combination of electronic states has a mean energy above $-2c^2$. The large component therefore determines the small one, and there is one linear operator $X$ with

$$\psi_S=X\psi_L$$

for all electronic states. The equal numbers ensure that every two-component function in the basis is the large component of some electronic combination.

The large component alone is not normalized, since

$$\langle\psi|\psi\rangle=\langle\psi_L|\psi_L\rangle+\langle X\psi_L|X\psi_L\rangle=\langle\psi_L|(1+X^\dagger X)|\psi_L\rangle .$$

This suggests the definitions

$$R=(1+X^\dagger X)^{-1/2},\qquad \phi=R^{-1}\psi_L .$$

Conversely, $\psi_L=R\phi$ and $\psi_S=XR\phi$. We collect these as $\psi=W\phi$, where $W$ has upper block $R$ and lower block $XR$. Since $R$ is Hermitian and commutes with $X^\dagger X$,

$$W^\dagger W=R(1+X^\dagger X)R=1 .$$

Thus $\phi$ has norm one. Applying $W^\dagger$ to $HW\phi=EW\phi$ gives

$$W^\dagger HW\,\phi=E\phi .$$

The energy is unchanged because the Hamiltonian was transformed along with the state.

## Where the belief fails

Let $\Delta_{\mathbf r}$ be the operator whose expectation value in a two-component function is its squared modulus at $\mathbf r$. In the Dirac picture it acts on both pairs of components, so

$$\rho(\mathbf r)=\langle\psi_L|\Delta_{\mathbf r}|\psi_L\rangle+\langle\psi_S|\Delta_{\mathbf r}|\psi_S\rangle .$$

Inserting $\psi_L=R\phi$ and $\psi_S=XR\phi$,

$$\rho(\mathbf r)=\langle\phi|\,R(\Delta_{\mathbf r}+X^\dagger\Delta_{\mathbf r}X)R\,|\phi\rangle .$$

The belief uses $\langle\phi|\Delta_{\mathbf r}|\phi\rangle$ instead. It transforms the state but not the operator. The resulting discrepancy is called the picture-change error.

If $R$ and $X$ commuted with $\Delta_{\mathbf r}$, we could move it to the left and obtain $\Delta_{\mathbf r}R(1+X^\dagger X)R=\Delta_{\mathbf r}$, and the belief would be right. They do not commute with it, because they contain the momentum: the value of $\psi_L=R\phi$ at one point depends on $\phi$ in a neighbourhood of that point.

The norm cannot reveal the error. Integrated over all space, $\Delta_{\mathbf r}$ becomes the unit operator, which commutes with everything. Both densities therefore integrate to one.

There is also an argument that needs no calculation. Let $u$ be any unitary operator on two-component functions. Then $\phi'=u\phi$ is an eigenfunction of $u(W^\dagger HW)u^\dagger$ with the same energy $E$, and it is just as well normalized. For any chosen normalized function there is a unitary $u$ that carries $\phi$ into it. The energy and the norm therefore leave $|\phi'|^2$ entirely free, whereas $\rho$ does not change if its operator is transformed too. The Hermitian choice of $R$ made above is a convention, and the numbers below for $|\phi|^2$ belong to that convention.

## The size of the error in a weak field

A simple formula follows when the electron is slow. The second Dirac equation gives

$$(2c^2+E-V)\psi_S=c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L .$$

Where $|E-V|\ll2c^2$, the bracket is nearly $2c^2$. The relation between the components then no longer depends on the state, and $X\approx\boldsymbol\sigma\cdot\mathbf p/(2c)$. Because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, we have $X^\dagger X\approx p^2/(4c^2)$. Expanding the square root to first order,

$$\phi=(1+X^\dagger X)^{1/2}\psi_L\approx\left(1+\frac{p^2}{8c^2}\right)\psi_L .$$

For an s state, $\psi_L=f(r)\chi$ with real $f$. With $p^2=-\nabla^2$, and keeping terms up to $1/c^2$,

$$|\phi|^2\approx f^2-\frac{f\nabla^2f}{4c^2},\qquad \rho\approx f^2+\frac{|\nabla f|^2}{4c^2}.$$

The factor 4 in the first expression comes from the cross term of the square, $2\times\frac18$. Subtracting, and using $\nabla^2(f^2)=2f\nabla^2f+2|\nabla f|^2$,

$$|\phi|^2-\rho\approx-\frac{f\nabla^2f+|\nabla f|^2}{4c^2}=-\frac{\nabla^2(f^2)}{8c^2}\approx-\frac{\nabla^2\rho}{8c^2}.$$

In the last step $f^2$ was replaced by $\rho$, which changes only higher orders.

To the same order, $\rho\approx|\phi|^2+\nabla^2|\phi|^2/(8c^2)$, and this has a pictorial meaning. Averaging a smooth function $F$ over random displacements $\mathbf s$ without preferred direction gives $F+\frac16\langle s^2\rangle\nabla^2F$ to second order. Where the weak-field expansion holds, the Dirac density is thus $|\phi|^2$ blurred with $\langle s^2\rangle=3/(4c^2)$, a distance of order $1/c=0.0073$ bohr. The squared spinor is too sharply peaked.

For the 1s state we may insert the nonrelativistic density, proportional to $e^{-2Zr}$. The radial Laplacian is $d^2/dr^2+(2/r)\,d/dr$, so $\nabla^2e^{-2Zr}=(4Z^2-4Z/r)e^{-2Zr}$. Hence

$$\frac{|\phi|^2-\rho}{\rho}\approx\frac{Z^2}{c^2}\left(\frac1{2Zr}-\frac12\right).$$

The squared spinor is too large inside $r=1/Z$ and too small outside. The prefactor explains why the belief does little harm in light atoms. At $Z=5$ and $r=0.1$ bohr the formula gives $6.66\times10^{-4}$, and the full decoupling gives $6.67\times10^{-4}$.

The formula requires $Z/c\ll1$ and distances much larger than $1/c$. Its divergence at $r\to0$ lies outside that range and says nothing about the true behaviour there. Near a mercury nucleus a full calculation is needed.

## Mercury in numbers

For the full calculation, $P$ and $Q$ are expanded in Gaussian functions and the radial Dirac matrix is diagonalized. If the columns of $C_L$ and $C_S$ hold the large and small coefficients of all electronic states in orthonormal bases, then $C_S=XC_L$, so that $X=C_SC_L^{-1}$. This gives $R$, and diagonalizing $W^\dagger HW$ gives $\phi$. Its energy agrees with the analytic $-3532.19$ hartree.

The table compares $D$ with the radial density of the squared spinor, $4\pi r^2|\phi|^2$. The last column is one plus the weak-field formula.

| $r$ (bohr) | Dirac (1/bohr) | squared spinor (1/bohr) | ratio | weak-field ratio |
|---|---|---|---|---|
| 0.0002 | 0.398 | 0.964 | 2.42 | 11.48 |
| 0.001 | 4.778 | 7.772 | 1.63 | 2.96 |
| 0.005 | 34.38 | 39.74 | 1.16 | 1.26 |
| 0.01 | 47.61 | 48.82 | 1.03 | 1.04 |
| 0.02 | 29.62 | 27.64 | 0.93 | 0.94 |
| 0.05 | 1.079 | 0.930 | 0.86 | 0.87 |

At $0.001$ bohr the ratio is $7.772/4.778=1.63$: the squared spinor overstates the Dirac density by $63\%$. At $0.0002$ bohr it is too large by a factor of $2.4$. For scale, the radius of a mercury nucleus is very roughly $0.0001$ bohr, so the first row lies just outside it. The ratio is still rising at the smallest radius in the table, and these data do not determine its limit at $r\to0$. In any case a point nucleus is no longer a realistic model there. All mercury numbers in this text are for a point nucleus. A Gaussian nuclear charge of rms radius $1.03\times10^{-4}$ bohr raises the energy by about $2$ hartree and lowers both densities by about $6\%$ at $0.0002$ bohr (to $0.375$ and $0.911$) and by about $0.7\%$ at $0.001$ bohr. The ratios in the table change by at most $0.01$.

The excess is paid for farther out. Between $0.0002$ and $0.05$ bohr the densities cross once, at $0.0118$ bohr, or $0.625$ pm. The weak-field estimate $1/Z=0.0125$ bohr is close to this. The same formula fails badly near the nucleus. At $r=0.001$ bohr we have $2Zr=0.16$, and it predicts an excess of $0.3408\,(6.25-0.5)=1.96$, three times the actual $0.63$.

The table also rules out the missing small component as the explanation. That component holds $9.4\%$ of the density at every radius, while the ratio runs from $2.42$ to $0.86$.

The question we began with, how much of the electron is close to the nucleus, now has two answers. Within $0.001$ bohr the Dirac density contains a probability of $0.00190$, and the squared spinor $0.00342$. The second is too large by a factor of $1.80$. With the finite nucleus the two probabilities are $0.00188$ and $0.00337$, and the factor is still $1.80$.

## What this does to other properties

The argument about $\Delta_{\mathbf r}$ applies to any function of position $O(\mathbf r)$. In the weak-field limit and for an s state, the case for which the difference of the densities was derived above, the error made by using the bare operator with $\phi$ is

$$\int O\,(|\phi|^2-\rho)\,d^3r\approx-\frac1{8c^2}\int O\,\nabla^2\rho\,d^3r=-\frac1{8c^2}\int\rho\,\nabla^2O\,d^3r .$$

The last step is two integrations by parts, whose surface terms vanish because $\rho$ decays exponentially. Any singularity of $O$ at the nucleus must be kept in $\nabla^2O$.

For $O=r^2$ we have $\nabla^2O=6$, and the error is $-3/(4c^2)$, about $-4\times10^{-5}$ bohr². This is negligible for an electron spread over a bohr or more, but not for a compact one. Relative to the nonrelativistic 1s value $\langle r^2\rangle=3/Z^2$ the error is $-Z^2/(4c^2)$. For mercury this expression gives $-8.5\%$, but with $Z/c=0.58$ it is only a leading-order estimate that indicates the size of the effect. An operator is safe to this order when $\langle\nabla^2O\rangle/(8c^2)$ is small compared with $\langle O\rangle$, which is the case, in particular, when it changes little in relative terms over the distance $1/c$ in the region where the electron is found.

For $O=1/r$ we have $\nabla^2O=-4\pi\delta(\mathbf r)$, and the error is $+\pi\rho(0)/(2c^2)$. It probes the density at the nucleus itself. With the nonrelativistic $\rho(0)=Z^3/\pi$ this is $Z^3/(2c^2)$. Relative to the nonrelativistic $\langle1/r\rangle=Z$, the error is $Z^2/(2c^2)$, or $17\%$ for mercury. This too is a leading-order estimate. The region $r\lesssim1/c$, where the weak-field formula fails, carries much of this estimate. Written with the weak-field formula for the density difference, the radial integrand is proportional to $\left(\frac1{2Z}-\frac r2\right)e^{-2Zr}$. Its integral over all $r$ is $1/(8Z^2)$, and the share from $r<1/c$ is $1-(1-x)e^{-x}$ with $x=2Z/c$. This is about $4Z/c$ for small $Z/c$, and $1.05$ for mercury, where essentially the whole net integral comes from that region. The estimate is therefore reliable only for $Z/c\ll1$.

The full calculation can be compared with an exact value. From the Dirac density,

$$\left\langle\frac1r\right\rangle=\int_0^\infty\frac{D}{r}\,dr=2Z\,\frac{\Gamma(2\gamma)}{\Gamma(2\gamma+1)}=\frac Z\gamma ,$$

because $\Gamma(2\gamma+1)=2\gamma\,\Gamma(2\gamma)$. For mercury this is $98.53$ bohr⁻¹. The transformed operator, evaluated with $\phi$, gives the same $98.53$. The bare operator gives $110.17$, which is $11.8\%$ above the Dirac value. The absolute error is $11.6$ bohr⁻¹, against the weak-field estimate $Z^3/(2c^2)=13.6$ bohr⁻¹.

Multiplied by $-Z$, this is an error in the nuclear attraction energy of $-80\times(110.169-98.534)=-931$ hartree, about a quarter of the binding energy. (With the finite nucleus the Dirac and bare values of $\langle1/r\rangle$ become $98.36$ and $109.84$ bohr⁻¹, an excess of $11.7\%$, and the error in the attraction becomes $-915$ hartree.) Yet the total energy obtained from $\phi$ is correct, because $W^\dagger HW$ contains the transformed attraction and not the bare one. A correct energy is therefore no evidence that a bare operator may be used with the same spinor.

## The density that $\phi$ does contain

The two-component spinor has not lost the density. Given $R$ and $X$, we form $\psi_L=R\phi$ and $\psi_S=XR\phi$ and add their squared moduli. For mercury this reproduces the analytic $D(r)$ at all tabulated radii with a relative error below $10^{-4}$. The numerical check tests this agreement, together with the energy, the value of $\langle1/r\rangle$ and the weak-field formula.

For an s state, the squared spinor may stand in for the density when $Z/c$ is small and the distance from the nucleus is well above $1/c$ (except close to a radial node, where $|\phi|^2$ vanishes while $\rho\approx|\nabla f|^2/(4c^2)$ does not), or when the property of interest changes little in relative terms over a distance $1/c$ where the electron is found. For a property that resolves the region close to a heavy nucleus neither condition holds, and the operator has to be transformed together with the state.

## Calculated quantities

```
Hydrogen-like mercury, 1s, point nucleus
nuclear charge Z = 80
speed of light c = 137.035999 a.u.
Z/c = 0.583788
gamma = 0.811906
1/c = 0.007297 bohr;  1/Z = 0.012500 bohr
Dirac energy, analytic = -3532.192 hartree
two-component energy, numerical = -3532.192 hartree
small-component share of density = 0.09405
same share, numerical, at 0.0010 bohr = 0.09405
Radial densities in 1/bohr; r in bohr
r        Dirac      |phi|^2    ratio   weak-field ratio
0.0002    0.39794    0.96409   2.423   11.480
0.0005    1.67940    3.22489   1.920    5.090
0.0010    4.77779    7.77206   1.627    2.960
0.0020   12.54747   17.46626   1.392    1.895
0.0050   34.37751   39.73645   1.156    1.256
0.0100   47.60527   48.82381   1.026    1.043
0.0200   29.62102   27.63673   0.933    0.936
0.0500    1.07936    0.93008   0.862    0.872
largest relative error of back-transformed density = 5.4e-05
largest relative basis change of |phi|^2 = 3.8e-05
norm of phi by quadrature = 1.0000000
crossing radius = 0.01181 bohr = 0.625 pm
probability inside 0.0010 bohr, Dirac = 1.9042e-03
probability inside 0.0010 bohr, |phi|^2 = 3.4214e-03
ratio of these probabilities = 1.797
<1/r> Dirac, analytic = 98.534 1/bohr
<1/r> transformed operator = 98.534 1/bohr
<1/r> bare operator with phi = 110.169 1/bohr
relative error of bare <1/r> = 11.81 %
Weak-field test at Z = 5: relative excess of |phi|^2
r = 0.10 bohr: numerical 6.672e-04, law 6.656e-04
r = 0.40 bohr: numerical -3.328e-04, law -3.328e-04
r = 0.60 bohr: numerical -4.441e-04, law -4.438e-04
density error there, exponent ratio 2.0 = 2.7e-05
density error there, exponent ratio 1.7 = 2.3e-07
```
